# Temperature fluctuations of a 20 nm silicon cube in a heat bath

## Problem

A silicon cube of edge $L=20$ nm is in weak thermal contact with a bath at $T=300$ K. Its volume and atom number are fixed, and no current flows through it. Take the rough bulk heat capacity per volume $c=1.7\ \mathrm{MJ/(m^3\,K)}$.

1. What fluctuates in the cube, and what is its root-mean-square (rms) size in kelvin?
2. Is a bulk heat capacity good enough for so small a body?
3. How does the thermal contact affect what a thermometer reads?
4. Does the answer survive when the cube is the body of a working transistor?

## Solution

### 1. From energy to temperature

The bath temperature $T$ is a fixed parameter of the canonical distribution. The cube's energy $E$ is what fluctuates. "Weak contact" means that the coupling energy between cube and bath is neglected, so that the cube has energy levels $E_i$ of its own. These do not depend on $T$ at fixed volume. With $\beta=1/kT$, the mean energy is

$$U=\frac{\sum_iE_ie^{-\beta E_i}}{\sum_ie^{-\beta E_i}} .$$

Differentiating the numerator gives $-\langle E^2\rangle$, and differentiating the denominator gives $+\langle E\rangle^2$:

$$\frac{dU}{d\beta}=-\langle E^2\rangle+\langle E\rangle^2=-\mathrm{Var}\,E .$$

Since $d\beta/dT=-1/(kT^2)$, the heat capacity $C=dU/dT$ is $\mathrm{Var}\,E/(kT^2)$, so

$$\mathrm{Var}\,E=kT^2C .$$

No assumption about the form of the spectrum has entered.

To express this spread in kelvin, assign to each energy the temperature $\Theta(E)$ at which that energy would be the mean: $U(\Theta)=E$. Write $\delta E=E-U(T)$ and $\delta\Theta=\Theta-T$. Expanding $U(\Theta)$ about $T$ gives

$$\delta E=C\,\delta\Theta+\tfrac12C'(\delta\Theta)^2+\dots,$$

where $C'=dC/dT$. To leading order $\delta\Theta=\delta E/C$, and therefore

$$\Delta\Theta_{\rm rms}=\frac{\sqrt{kT^2C}}{C}=\sqrt{\frac{kT^2}{C}}=\frac{T}{\sqrt{C/k}} .$$

The neglected terms are small for a large body. Inverting the expansion one order further gives $\delta\Theta=\delta E/C-C'(\delta E)^2/(2C^3)+\dots$. The cross term in the variance is $-C'\langle(\delta E)^3\rangle/C^4$. For $N$ atoms, $C$, $C'$ and the third central moment all grow as $N$, so this term scales as $N^{-2}$. The leading variance scales as $N^{-1}$, which makes the relative correction of order $1/N$. The other terms of the same order in the expansion scale likewise.

For the cube, $L^3=8\times10^{-24}\ \mathrm{m^3}$ and

$$C=cL^3=1.36\times10^{-17}\ \mathrm{J/K},\qquad \frac Ck=9.85\times10^5 .$$

Hence

$$\Delta\Theta_{\rm rms}=\frac{300\ \mathrm K}{\sqrt{9.85\times10^5}}=0.302\ \mathrm K .$$

The answer to the first question is about 0.3 K, or 0.1% of $T$. The corresponding energy spread is $C\,\Delta\Theta_{\rm rms}=25.7$ eV.

The leading-order step can be checked on an Einstein solid, a set of $M$ identical oscillators with energy quantum $\varepsilon$. It has $\binom{q+M-1}{q}$ states with $q$ quanta, each of weight $e^{-q\varepsilon/kT}$. For $\varepsilon=40$ meV and $M=1.2\times10^6$, summing this distribution gives a spread of 0.302106 K, equal to the leading formula in all printed digits. Defining the temperature by $1/\Theta=dS/dE$, with $S$ the logarithm of the number of states times $k$, gives the same printed value. These digits test the formula; they do not describe silicon to that precision. With 1000 oscillators the summed spread exceeds the leading formula by 0.035%, and with 100 by 0.37%, in line with a $1/N$ correction.

At fixed $c$ the result scales as $L^{-3/2}$, so halving the edge multiplies it by 2.8. Cooling is a different limit. At low temperature, but with $kT$ still well above the lowest vibrational quantum of the cube, long acoustic waves dominate. Their mode density is proportional to $\omega^2$, so

$$U\propto\int_0^\infty\frac{\omega^3\,d\omega}{e^{\hbar\omega/kT}-1}\propto T^4,\qquad C\propto T^3,\qquad \Delta\Theta_{\rm rms}\propto T^{-1/2}.$$

The spread then grows on cooling. For a 20 nm cube the power law is only a guide: the lowest vibrational quantum already corresponds to several kelvin, and the faces alter the exponent, so there is little room for a clean $T^3$ range. The formula needs $k/C\ll1$; when $C$ falls to the order of $k$, a single temperature assigned to the energy is no longer sharply defined.

### 2. The heat capacity of a small cube

A harmonic mode of angular frequency $\omega$ has mean thermal energy $\hbar\omega/(e^x-1)$, with $x=\hbar\omega/kT$. Since $dx/dT=-x/T$, its heat capacity is

$$C_\omega=k\frac{x^2e^x}{(e^x-1)^2}=k\left[\frac{x/2}{\sinh(x/2)}\right]^2 ,$$

because $e^x-1=2e^{x/2}\sinh(x/2)$. As $\sinh y\ge y$ for $y\ge0$, each mode contributes at most $k$.

This gives a lower bound on the fluctuation in the harmonic approximation. Silicon has 8 atoms in a cubic cell of edge about 0.543 nm, so the cube holds $N=4\times10^5$ atoms. With at most $3N$ modes, $C\le3Nk$ and

$$\Delta\Theta_{\rm rms}\ge\frac{T}{\sqrt{3N}}=\frac{300\ \mathrm K}{\sqrt{1.2\times10^6}}=0.274\ \mathrm K .$$

However soft the surface vibrations may be, they cannot take a harmonic cube below this value.

A simple lattice model estimates $c$ independently. Put atoms of mass $m$ on a simple cubic lattice and join nearest neighbours by springs of constant $K$. Let the three displacement components move independently under the same law. A wave with phase advance $\phi_j$ per site along axis $j$ obeys

$$m\omega^2=2K\sum_{j=1}^3(1-\cos\phi_j)=4K\sum_{j=1}^3\sin^2\frac{\phi_j}{2}.$$

The maximum is $\omega_m^2=12K/m$, hence $\omega^2=(\omega_m^2/3)\sum_j\sin^2(\phi_j/2)$. With silicon's atom density, a rough top phonon energy $\hbar\omega_m=60$ meV and 74 sites per edge, summing $C_\omega$ over the modes of a periodic cube gives $1.67\ \mathrm{MJ/(m^3\,K)}$. This is 2% below the adopted value and would raise the fluctuation by 1%, since $\Delta\Theta_{\rm rms}\propto C^{-1/2}$. The model omits silicon's two-atom basis, the differences between polarisations, and anharmonicity, so the agreement supports the size of $c$, not its last digit.

The same sum shows the effect of the faces. Free faces raise $C$ by 0.29% relative to the periodic cube. The sign follows from the expansion $C_\omega/k\simeq1-x^2/12$ for small $x$. Each site in the interior is held by six springs, which gives $6n^3$ spring ends for $n$ sites per edge. Free faces remove $6n^2$ of them, so the mean of $\omega^2$ falls by the fraction $1/n=1/74$, and $C$ rises. Faces tied by springs to rigid walls keep all the spring ends and leave the mean of $\omega^2$ unchanged; there the computed change is only $-0.006\%$. Reconstructed or oxidised surfaces are outside this model. A cube bonded to its surroundings is also not strictly in weak contact, because its energy depends on how the bonds across the faces are counted. For this lattice embedded in more of the same lattice, the energy variance extrapolated to 74 sites per edge differs from $kT^2C$ by between $-1\%$ and $+0.3\%$, depending on that choice.

Two further corrections are small:

- **Thermal expansion.** A heat capacity measured at constant pressure exceeds the one at constant volume. Treating the entropy as a function of $T$ and $V$ gives $C_p-C_v=T(\partial S/\partial V)_T(\partial V/\partial T)_p$. Let $\alpha_V$ be the volume expansion coefficient and $B$ the bulk modulus. Then $(\partial V/\partial T)_p=\alpha_VV$, and a Maxwell relation gives $(\partial S/\partial V)_T=(\partial p/\partial T)_V=\alpha_VB$. Thus $C_p-C_v=\alpha_V^2BTV$. For a rough linear expansion of $3\times10^{-6}$ per kelvin, $\alpha_V=9\times10^{-6}$ per kelvin; with $B\approx100$ GPa the difference is 0.14% of $C$.
- **Carriers.** A density of $10^{20}\ \mathrm{cm^{-3}}$ puts 800 carriers in the cube. At the classical value $3k/2$ each, which degeneracy lowers for a fixed number in a parabolic band, they add at most 0.12% to $C$.

A bulk heat capacity is therefore adequate for this estimate.

### 3. What the contact changes

Let $G$ be the thermal conductance to the bath. A small excess energy decays on average as

$$\frac{d\,\delta E}{dt}=-G\,\delta\Theta=-\frac{\delta E}{\tau},\qquad \tau=\frac CG .$$

Multiplying by the initial $\delta E$ and averaging gives the equilibrium correlation $\langle\delta E(0)\,\delta E(s)\rangle=kT^2C\,e^{-|s|/\tau}$. At $s=0$, $G$ drops out: within weak coupling, the contact sets the pace of the fluctuations, not their equal-time size.

A thermometer that averages over a time $t$ sees less. The variance of its reading is the equal-time variance multiplied by

$$F=\frac1{t^2}\int_0^t\!\!\int_0^t e^{-|s_1-s_2|/\tau}\,ds_1ds_2=\frac2{t^2}\int_0^t(t-s)e^{-s/\tau}\,ds ,$$

because the separation $s$ occurs over a length $t-s$, in two orders. With $a=e^{-t/\tau}$, the two parts of the integral are

$$\int_0^tt\,e^{-s/\tau}ds=t\tau(1-a),\qquad \int_0^ts\,e^{-s/\tau}ds=\tau^2(1-a)-t\tau a .$$

Subtracting the second from the first gives $t\tau-\tau^2(1-a)$, so

$$F=\frac{2\tau}{t}\left[1-\frac{\tau}{t}\left(1-e^{-t/\tau}\right)\right].$$

A fast thermometer, $t\ll\tau$, has $F\to1$. A slow one, $t\gg\tau$, has $F\to2\tau/t$.

For numbers, surround the cube with oxide. A rough interface conductance of $100\ \mathrm{MW/(m^2\,K)}$ over six faces gives $0.24\ \mathrm{\mu W/K}$. For the oxide, replace the cube by a sphere of equal volume, whose radius is $R=12.4$ nm. Steady heat flow $P$ obeys $-4\pi r^2\kappa\,dT/dr=P$. Integrating from $R$ to infinity gives a temperature drop $P/(4\pi\kappa R)$, so $G_{\rm ox}=4\pi\kappa R$. With $\kappa=1.4\ \mathrm{W/(m\,K)}$ this is $0.218\ \mathrm{\mu W/K}$. An isothermal cube conducts about 6% better than the sphere of equal volume (effective radius 13.2 nm), which would raise the total $G$ below by about 3%; the sphere is kept for simplicity. The two resistances add:

$$G=\left(\frac1{0.24}+\frac1{0.218}\right)^{-1}\mathrm{\mu W/K}=0.114\ \mathrm{\mu W/K},\qquad \tau=119\ \mathrm{ps}.$$

Averaging over 1 µs then gives $F\simeq2\tau/t=2.4\times10^{-4}$, and the rms reading falls from 0.302 K to 4.7 mK.

At a rough phonon speed of 3 km/s, heat crosses the cube in about 7 ps, well below $\tau$, so energy spreads evenly through the cube before much of it leaves. Sharing the energy among the vibrational modes also requires phonon collisions, which can take longer than a crossing; one temperature for all modes is therefore an approximation. The surroundings are less simple. Heat diffuses through a distance $R$ of oxide in roughly 176 ps, comparable with $\tau$, so the oxide does not respond instantly. The single exponential, and with it $\tau$, is an order-of-magnitude description. For $t\gg\tau$ the averaged variance is $2kT^2/(Gt)$, so the averaged rms varies as $G^{-1/2}$: a small relative error in $G$ enters it at half its size.

### 4. The powered cube

Heating raises the mean temperature and adds noise. A solvable model shows how much. Let the cube be $M$ oscillators of quantum $\varepsilon$, holding $q$ quanta in total, and let $n=1/(e^{\varepsilon/kT}-1)$ be the occupation at the bath temperature. Exchange with the bath adds one quantum at rate $\gamma n(q+M)$ and removes one at rate $\gamma(n+1)q$. Heating adds independent packets of $p$ quanta at rate $r$. The mean obeys

$$\frac{d\langle q\rangle}{dt}=\gamma n(\langle q\rangle+M)-\gamma(n+1)\langle q\rangle+rp=\gamma nM-\gamma\langle q\rangle+rp .$$

Its relaxation time is $\tau=1/\gamma$, and in the steady state $\langle q\rangle=nM+rp/\gamma$.

A jump by $\Delta$ changes $q^2$ by $2q\Delta+\Delta^2$. In the steady state the mean drift at given $q$ is $-\gamma(q-\langle q\rangle)$, so the first part contributes $-2\gamma\,\mathrm{Var}\,q$. The second part contributes the jump rates times the squared jump sizes. Their sum vanishes:

$$2\gamma\,\mathrm{Var}\,q=\gamma nM+\gamma(2n+1)\langle q\rangle+rp^2 .$$

Insert $\langle q\rangle$ and use $nM+(2n+1)nM=2n(n+1)M$:

$$\mathrm{Var}\,q=Mn(n+1)+\frac{rp}{2\gamma}\,(p+2n+1).$$

The first term is the canonical one, since $\varepsilon^2Mn(n+1)=kT^2C$ for these oscillators. In the second, $\varepsilon rp/\gamma=P\tau=C\,\Delta T$, where $P=\varepsilon rp$ is the heating power and $\Delta T=P/G$ is the mean rise. Multiply by $\varepsilon^2$ and divide by $C^2$, with $C$ held constant over the rise:

$$\mathrm{Var}\,\Theta=\frac{kT^2}{C}+\frac{\Delta T\,(\varepsilon_p+w)}{2C},\qquad \varepsilon_p=p\varepsilon,\quad w=\varepsilon(2n+1)=\varepsilon\coth\frac{\varepsilon}{2kT}.$$

The term with $w$ is the extra noise of exchange between a warm cube and a cooler bath. For very small packets and $\varepsilon\ll kT$, $w\to2kT$ and the variance becomes $kT(T+\Delta T)/C$. In this exchange model it contains the product of the bath and cube temperatures, not the square of either; another exchange law can give a different combination when the two temperatures differ.

Take $P=5\ \mathrm{\mu W}$, and let each carrier release $\varepsilon_p=0.7$ eV inside the cube in one event. The mean rise is $\Delta T=43.7$ K. With $\varepsilon=40$ meV, $w=0.0616$ eV, so $\varepsilon_p+w=0.762$ eV $=1.22\times10^{-19}$ J. The added variance is

$$\frac{43.7\times1.22\times10^{-19}}{2\times1.36\times10^{-17}}\ \mathrm{K^2}=0.196\ \mathrm{K^2},$$

an rms of 0.44 K. Here 0.7 eV is 17.5 quanta, which can be read as equal numbers of packets of 17 and 18 quanta; the difference does not show in these digits. Adding the variances gives $\sqrt{0.302^2+0.443^2}=0.54$ K. With these packets, the added noise overtakes the canonical part once the mean rise exceeds $2kT^2/(\varepsilon_p+w)\approx20$ K. The figure of 0.3 K therefore belongs to the unpowered cube. The powered values take the single exponential decay and a constant $C$ at face value. Oxide that responds with a delay draws heat off faster at first, which lowers the added noise, and the growth of $C$ with temperature also lowers the spread in kelvin. Letting heat diffuse into the oxide around the sphere cuts the packet part of the variance by about 30% and brings the total to 0.48 K. The total is therefore better read as roughly 0.5 K for the conductances assumed. A well-bonded silicon–oxide interface may conduct several times better than $100\ \mathrm{MW/(m^2\,K)}$. At ten times that value the mean rise falls to 25 K, and the total falls to 0.45 K with a single exponential or about 0.38 K with the diffusing oxide.

### Cases

| Case | rms (K) |
|---|---:|
| Equilibrium, 300 K | 0.30 |
| Equilibrium, 400 K | about 0.38 |
| 300 K, averaged over 1 µs | 0.005 |
| Bath at 300 K, powered at 5 µW | about 0.5 |

The 400 K entry scales $C$ by the lattice model's temperature dependence. At constant $C$ the spread would rise by $4/3$ to 0.40 K; the growth of $C$ holds it to 0.385 K in this model. The third digit depends on the model: a diamond-lattice model with bond-stretching and bond-bending forces gives 0.381 K, so the entry is best read as about 0.38 K.

### Beside a real transistor

A silicon body about 20 nm across, a drop of 0.7 V and a few microwatts are plausible rough values for a small modern transistor. The carrier density used above is typical of heavily doped contacts and high for a channel. A real body is also joined to source, drain and gate, which provide further paths for heat. At fixed power these increase $G$ and reduce both $\Delta T$ and $\tau$; the canonical spread stays near 0.3 K as long as a separate 20 nm cube remains a sensible subsystem. The model also assumes that carriers release their energy independently of one another, and that each deposits all of it in the cube at once. The second assumption is doubtful in a real device. Much of the heat may be released in the drain, or in smaller steps. If the same 5 µW arrived in independent packets of 0.06 eV on average (equal numbers of one and two quanta), with $G$ unchanged, the added rms in this model would fall from 0.44 K to 0.18 K and the total from 0.54 K to 0.35 K. In either case the mean self-heating of 44 K is far larger than the fluctuation about it.

## Table of computed values

```
Cube edge: 20 nm
Bath temperature: 300 K
Rough bulk heat capacity: 1.7 MJ/(m^3 K)
Rough lattice constant: 0.543 nm
Atoms in cube: 4e+05
Cube volume: 8e-24 m^3
Cube heat capacity: 1.36e-17 J/K
Cube heat capacity over k: 9.85e+05
Rms energy fluctuation: 25.7 eV
RMS TEMPERATURE FLUCTUATION: 0.302 K
Relative rms fluctuation: 0.101 %
Einstein quantum: 40 meV
Einstein oscillators in cube: 1.2e+06
Einstein exact spread, energy scale: 0.302106 K
Einstein exact spread, entropy scale: 0.302106 K
Einstein leading formula: 0.302106 K
Formula error, 100 oscillators: 0.374 %
Formula error, 1000 oscillators: 0.0353 %
Rough top phonon energy: 60 meV
Lattice sites per edge: 74
Lattice-model heat capacity: 1.67 MJ/(m^3 K)
Free-face change of C: 0.291 %
Clamped-face change of C: -0.00592 %
Harmonic lower bound on rms: 0.274 K
Rough linear expansion: 3e-06 1/K
Rough bulk modulus: 100 GPa
Cp minus Cv share: 0.143 %
Carrier density: 1e+20 cm^-3
Carriers in cube: 800
Upper carrier share of C: 0.122 %
Hot operating temperature: 400 K
Rms fluctuation when hot: 0.385 K
Rough interface conductance: 100 MW/(m^2 K)
Rough oxide conductivity: 1.4 W/(m K)
Rough oxide heat capacity: 1.6 MJ/(m^3 K)
Equivalent sphere radius: 12.4 nm
Interface conductance of cube: 0.24 uW/K
Oxide spreading conductance: 0.218 uW/K
Total conductance: 0.114 uW/K
Cube relaxation time: 119 ps
Rough phonon speed: 3 km/s
Internal crossing time: 6.67 ps
Oxide diffusion time: 176 ps
Thermometer averaging time: 1 us
Rms after averaging: 4.66 mK
Heating power: 5 uW
Carrier voltage drop: 0.7 V
Mean self-heating: 43.7 K
Bath exchange energy w: 61.6 meV
Added rms from powered operation: 0.443 K
Total rms in powered estimate: 0.536 K
```
